\section*{Onsager's equation from separate cavity and reaction fields}

\section*{The problem}

A polar liquid trapped in an interlayer dielectric can raise the capacitance between the conductors. To estimate by how much, one needs the liquid's static relative permittivity $\varepsilon$, starting from the properties of its molecules.

Consider $N$ identical molecules per unit volume at temperature $T$. Each has a permanent moment $\mu\mathbf u$, where $\mathbf u$ is a unit vector and $\mu$ the value for the isolated molecule, and an isotropic polarizability $\alpha$. SI units are used. The model places one molecule, as a point dipole, at the centre of an empty sphere of radius $a$. The other molecules are replaced by a linear continuum of permittivity $\varepsilon$. The sphere has the volume available to one molecule:
\begin{equation}
\frac{4\pi a^3}{3}N=1 .
\label{eq:volume}
\end{equation}
Rotation is classical and free, the continuum adjusts fully to each orientation, and neighbouring molecules have no orientational correlation beyond that carried by the continuum. The applied field $\mathbf E$ is static and uniform far from the sphere.

\section*{(a) Two fields in the sphere}

\textbf{Question.} Find the field $\mathbf G$ in the empty sphere when $\mathbf E$ is applied, and the field $\mathbf R$ that the continuum returns to a dipole $\mathbf m$ at the centre when $\mathbf E=0$.

\textbf{Solution.} Both potentials vary as $\cos\theta$ about the field or dipole axis, so their radial parts combine $r$ and $r^{-2}$. At $r=a$ the potential and the normal displacement are continuous.

For the empty sphere, take $-Gr\cos\theta$ inside and $(-Er+B/r^2)\cos\theta$ outside. Continuity of the potential gives $B=a^3(E-G)$. Continuity of displacement gives
\begin{equation}
-G=\varepsilon\left(-E-\frac{2B}{a^3}\right)=-3\varepsilon E+2\varepsilon G .
\end{equation}
Hence the cavity field is
\begin{equation}
\mathbf G=g\mathbf E,\qquad g=\frac{3\varepsilon}{2\varepsilon+1}.
\label{eq:g}
\end{equation}

For the dipole, write $K=m/(4\pi\varepsilon_0a^3)$. The potential is $(Ka^3/r^2-Rr)\cos\theta$ inside and $(Ca^3/r^2)\cos\theta$ outside. The two conditions are
\begin{equation}
K-R=C,\qquad 2K+R=2\varepsilon C .
\end{equation}
Eliminating $C$ gives $(2\varepsilon+1)R=2(\varepsilon-1)K$, so the reaction field is
\begin{equation}
\mathbf R=f\mathbf m,\qquad
f=\frac{1}{4\pi\varepsilon_0a^3}\,\frac{2(\varepsilon-1)}{2\varepsilon+1}.
\label{eq:f}
\end{equation}
It is parallel to $\mathbf m$ and vanishes for $\varepsilon=1$. As $\varepsilon\to\infty$, $g$ rises only to $3/2$.

\section*{(b) Moment and torque}

\textbf{Question.} Find the total moment of the molecule and the energy that governs its orientation.

\textbf{Solution.} By linearity the molecule feels $\mathbf F=\mathbf G+f\mathbf m$. Its moment is therefore
\begin{equation}
\mathbf m=\mu\mathbf u+\alpha(\mathbf G+f\mathbf m)
\quad\Rightarrow\quad
\mathbf m=\frac{\mu\mathbf u+\alpha\mathbf G}{q},\qquad q=1-f\alpha .
\label{eq:m}
\end{equation}
The reaction field enlarges the moment by $1/q$. Because $\mathbf m\times\mathbf m=0$, it adds no torque of its own on the whole dipole:
\begin{equation}
\mathbf m\times\mathbf F=\mathbf m\times\mathbf G
=\frac{\mu}{q}\,\mathbf u\times\mathbf G .
\end{equation}
The term $\alpha\mathbf G\times\mathbf G$ has dropped out. The reaction field thus acts on orientation through the size of the moment.

Let $\theta$ be the angle between $\mathbf u$ and $\mathbf G$. The torque turns $\mathbf u$ towards $\mathbf G$, so the reversible work $W$ of turning the molecule satisfies $dW/d\theta=\mu G\sin\theta/q$. Integration gives
\begin{equation}
W(\theta)=-\frac{\mu G}{q}\cos\theta+\text{constant}.
\label{eq:W}
\end{equation}
This is a free energy, since the continuum relaxes at constant temperature during the turn. It is the quantity that belongs in the Boltzmann factor for $\theta$.

\section*{(c) Thermal average}

\textbf{Question.} Average the moment and relate it to $\varepsilon$ in a weak field.

\textbf{Solution.} Put $c=\cos\theta$ and $z=\mu G/(qk_BT)$. All directions have equal weight apart from the Boltzmann factor, so
\begin{equation}
\langle c\rangle=\frac{\int_{-1}^{1}c\,e^{zc}\,dc}{\int_{-1}^{1}e^{zc}\,dc}
=\frac{z/3+z^3/30+\cdots}{1+z^2/6+\cdots}
=\frac z3-\frac{z^3}{45}+\cdots .
\label{eq:L}
\end{equation}
The first term suffices for $z\ll1$. The component of (\ref{eq:m}) along the field then averages to
\begin{equation}
\langle m\rangle=\frac{\alpha G}{q}+\frac{\mu}{q}\langle c\rangle
=G\left(\frac{\alpha}{q}+\frac{\mu^2}{3k_BTq^2}\right).
\end{equation}
One factor $1/q$ in the last term comes from the enlarged moment, the other from the enlarged torque. The polarization is $N\langle m\rangle=\varepsilon_0(\varepsilon-1)E$. With
\begin{equation}
x=\frac{N\alpha}{3\varepsilon_0},\qquad
y=\frac{N\mu^2}{9\varepsilon_0k_BT},
\end{equation}
this becomes
\begin{equation}
\varepsilon-1=3g\left(\frac{x}{q}+\frac{y}{q^2}\right).
\label{eq:balance}
\end{equation}
From (\ref{eq:volume}), $x=\alpha/(4\pi\varepsilon_0a^3)$, and hence
\begin{equation}
q=1-\frac{2(\varepsilon-1)}{2\varepsilon+1}\,x .
\label{eq:q}
\end{equation}

\section*{(d) Optical permittivity}

\textbf{Question.} Express $x$ through the refractive index $n$.

\textbf{Solution.} At optical frequency the molecules have no time to turn. Their permanent moments point at random and contribute no mean polarization. The wavelength is much larger than $a$, so the static field solutions still apply, with $\varepsilon$ replaced by $n^2$ and $y$ by zero. The electronic $\alpha$ is taken to be the same at both frequencies, and infrared polarization is omitted. Equation (\ref{eq:balance}) becomes
\begin{equation}
n^2-1=\frac{9n^2x}{2n^2+1-2(n^2-1)x}.
\end{equation}
Multiplying out and collecting $x$,
\begin{align}
(n^2-1)(2n^2+1)&=x\left[9n^2+2(n^2-1)^2\right]\nonumber\\
&=x(2n^4+5n^2+2)=x(2n^2+1)(n^2+2).
\end{align}
Therefore
\begin{equation}
x=\frac{n^2-1}{n^2+2}.
\label{eq:LL}
\end{equation}
This is the Lorentz--Lorenz relation. Here it follows from the cavity model and the volume condition (\ref{eq:volume}).

\section*{(e) The static permittivity}

\textbf{Question.} Eliminate $x$ and $q$, solve for $\varepsilon$, and examine the limits.

\textbf{Solution.} Insert (\ref{eq:LL}) in (\ref{eq:q}). The numerator over the common denominator is
\begin{align}
&(2\varepsilon+1)(n^2+2)-2(\varepsilon-1)(n^2-1)\nonumber\\
&=2\varepsilon n^2+4\varepsilon+n^2+2-2\varepsilon n^2+2\varepsilon+2n^2-2
=3(2\varepsilon+n^2),
\end{align}
so that
\begin{equation}
\frac1q=\frac{(2\varepsilon+1)(n^2+2)}{3(2\varepsilon+n^2)}.
\end{equation}
The two terms of (\ref{eq:balance}) become
\begin{equation}
\frac{3gx}{q}=\frac{3\varepsilon(n^2-1)}{2\varepsilon+n^2},\qquad
\frac{3gy}{q^2}=\frac{y\,\varepsilon(2\varepsilon+1)(n^2+2)^2}{(2\varepsilon+n^2)^2}.
\end{equation}
Move the induced term to the left. Over the denominator $2\varepsilon+n^2$, its numerator is
\begin{align}
(\varepsilon-1)(2\varepsilon+n^2)-3\varepsilon(n^2-1)
&=2\varepsilon^2-2\varepsilon n^2+\varepsilon-n^2\nonumber\\
&=(\varepsilon-n^2)(2\varepsilon+1).
\end{align}
The factor $2\varepsilon+1$ now stands on both sides and cancels. Multiplying by $(2\varepsilon+n^2)^2$ and dividing by $\varepsilon(n^2+2)^2$ gives Onsager's equation:
\begin{equation}
\boxed{\frac{(\varepsilon-n^2)(2\varepsilon+n^2)}{\varepsilon(n^2+2)^2}
=\frac{N\mu^2}{9\varepsilon_0k_BT}}
\label{eq:onsager}
\end{equation}
As a quadratic it reads $2\varepsilon^2-b\varepsilon-n^4=0$, with
\begin{equation}
b=n^2+y(n^2+2)^2,\qquad
\varepsilon=\frac{b+\sqrt{b^2+8n^4}}{4}.
\label{eq:root}
\end{equation}
The product of the roots is $-n^4/2<0$, so there is one positive root, the one shown.

For $\mu=0$, $b=n^2$ and $\varepsilon=n^2$. In a dilute gas, set $\varepsilon$ and $n^2$ to 1 except in their difference; then $\varepsilon-n^2=3y=N\mu^2/(3\varepsilon_0k_BT)$, the result for independent dipoles. For $b\gg n^2$, $\varepsilon\simeq b/2$, which is linear in $1/T$ at fixed density.

\section*{(f) Relation to the Lorentz field}

\textbf{Question.} What is the mean total field on a molecule, and what happens if all of it is used to orient permanent dipoles?

\textbf{Solution.} From (\ref{eq:volume}), $\langle m\rangle=\varepsilon_0(\varepsilon-1)E\,(4\pi a^3/3)$. The mean reaction field is then $f\langle m\rangle=2(\varepsilon-1)^2E/[3(2\varepsilon+1)]$, and
\begin{equation}
\frac{G+f\langle m\rangle}{E}
=\frac{9\varepsilon+2(\varepsilon-1)^2}{3(2\varepsilon+1)}
=\frac{(2\varepsilon+1)(\varepsilon+2)}{3(2\varepsilon+1)}
=\frac{\varepsilon+2}{3}.
\end{equation}
This is the Lorentz field. It is the correct mean field in this model, but part of it turns with the molecule and cannot align it.

If the whole Lorentz field is nevertheless taken to orient the bare moment $\mu$, the polarization is $\varepsilon-1=3(x+y)(\varepsilon+2)/3$. This is Debye's equation:
\begin{equation}
\frac{\varepsilon-1}{\varepsilon+2}=x+y
\quad\Rightarrow\quad
\varepsilon=\frac{1+2(x+y)}{1-(x+y)} .
\end{equation}
It diverges at $x+y=1$. In Onsager's model $g<3/2$ and, by (\ref{eq:q}), $q>1-x$. The right side of (\ref{eq:balance}) is thus bounded for any finite $y$ as long as $x<1$, and the orientational divergence is absent.

\section*{(g) A casting solvent}

\textbf{Question.} Evaluate the model for a liquid like cyclohexanone, a solvent used for spin-on dielectrics. Take these rough values: molar mass 98 g/mol, density 0.95 g/cm$^3$, $n=1.45$, $\mu=3.0$ D, $T=298$ K. The field $E$ in the liquid is set to 0.5 MV/cm as an illustration; conduction and breakdown, which may limit a real liquid at such a field, are left out.

\textbf{Solution.} The number density is $N=5.838$ nm$^{-3}$, so $a=0.3445$ nm. With $n^2=2.1025$,
\begin{equation}
x=\frac{1.1025}{4.1025}=0.2687,\qquad y=1.7830 .
\end{equation}
Equation (\ref{eq:root}) gives
\begin{align}
b&=2.1025+1.7830\,(4.1025)^2=32.11,\nonumber\\
\varepsilon&=\frac{32.11+\sqrt{32.11^2+8(2.1025)^2}}{4}=16.2 .
\end{align}
Solving the same model numerically, with fields from a radial grid and the Boltzmann average by quadrature, gives 16.192, equal to the closed formula to the digits printed in the numerical output. This confirms the algebra, not the model's assumptions.

Of $\varepsilon-1=15.19$, the orientation term of (\ref{eq:balance}) supplies 13.64 and the moment induced by the cavity field 1.55. The orientation term includes the moment that the reaction field induces along $\mathbf u$; the permanent moments alone supply $13.64\,q=10.30$. With $q=0.755$, the moment in the liquid is $3.0/0.755=3.97$ D. The cavity field is $1.455\times0.5=0.73$ MV/cm. The reaction field of the 3.97 D moment is 26.5 MV/cm, far larger, yet it turns with the molecule.

The mean cosine is 0.0778, so this large field averages to $26.5\times0.0778=2.06$ MV/cm along $\mathbf E$. The moment induced by the cavity field adds $f\alpha G/q=(1-q)G/q=0.24$ MV/cm. The sum, 2.30 MV/cm, agrees with the weak-field mean $4.609\times0.5$ MV/cm to the accuracy of that limit.

Now vary the density at fixed $\alpha$, $\mu$ and $T$. At density ratios 0.25, 0.50, 0.75 and 1.00 the permittivity is 3.1, 6.3, 10.5 and 16.2. The rise from half to full density is more than twofold. While $y$ doubles, $(n^2+2)^2=9/(1-x)^2$ also grows, by a factor 1.40. Debye's equation already diverges at a density ratio of $1/(x+y)=0.487$.

\section*{(h) Trapped liquid and the limits of the estimate}

\textbf{Question.} Let this liquid occupy 2\,\% of the volume of a film whose remaining material has permittivity $k=2.5$. Find the film permittivity for a layer parallel to the electrodes and for columns joining them. Which neglected effects matter?

\textbf{Solution.} Let $\phi=0.02$. Across a layer the displacement is common and voltages add; with columns the field is common and charges add. Thus
\begin{align}
k_{\text{layer}}&=\left(\frac{1-\phi}{k}+\frac{\phi}{\varepsilon}\right)^{-1}
=\left(\frac{0.98}{2.5}+\frac{0.02}{16.19}\right)^{-1}=2.54,\\
k_{\text{columns}}&=(1-\phi)k+\phi\varepsilon
=0.98\times2.5+0.02\times16.19=2.77 .
\end{align}
The capacitance is higher by 1.7\,\% or 11\,\% than for a film made wholly of the $k=2.5$ material. (Removing the liquid and leaving its space empty would give a permittivity below 2.5.) At fixed liquid volume, the layout therefore matters greatly.

The changes below are relative to $\varepsilon=16.2$, with other inputs held fixed unless stated.
\begin{itemize}
\item \textbf{Neighbour correlation.} Changing the effective mean-square moment by $-10\,\%$ or $+10\,\%$ gives 14.7 or 17.7. The 10\,\% is a trial size, not a measured correlation.
\item \textbf{Infrared polarization.} Raising $n^2$ by 10\,\% to represent it gives 17.9.
\item \textbf{Cavity size.} Using (\ref{eq:balance}) with $a$ changed by $-5\,\%$ or $+5\,\%$, at fixed $N$ and $\alpha$, gives 18.1 or 14.9. Condition (\ref{eq:volume}) is then relaxed, and the refractive index implied by the model moves from 1.45 to 1.460 or 1.442.
\item \textbf{Saturation.} At 0.5 MV/cm, $z=0.234$. By (\ref{eq:L}) the orientation term falls by about $z^2/15$, or 0.4\,\%, if the surrounding permittivity is held fixed. This refers to the ratio $P/E$. A small signal on top of this bias sees the slope $dP/dE$; since $d\langle c\rangle/dz=(1-z^2/5+\cdots)/3$, its orientation part falls by $z^2/5$, or 1.1\,\%.
\item \textbf{Heating.} At 398 K and fixed density, $\varepsilon=12.5$. A rough expansion coefficient of $10^{-3}$ K$^{-1}$ lowers this to 10.7.
\item \textbf{Frequency.} Blocking rotation lowers the permittivity from $\varepsilon$ to $n^2$. If the difference $\varepsilon-n^2$ relaxes as $e^{-t/\tau}$, its real part at angular frequency $\omega$ is multiplied by $\int_0^\infty e^{-t/\tau}\cos(\omega t)\,dt/\tau=1/(1+\omega^2\tau^2)$. For a rough $\tau=20$ ps, the real permittivity is 16.0 at 1 GHz and 7.6 at 10 GHz. The single-exponential decay is an assumption, not a result of the cavity model, and the 10 GHz value is sensitive to $\tau$: 10 ps would give 12.2.
\end{itemize}

A commonly quoted permittivity of cyclohexanone near room temperature is roughly 16. The closeness is no proof of the model. The input moment is itself rough and enters squared: $\mu=3.25$ D in place of 3.0 D gives 18.8. Moreover, the trial changes in correlation, infrared polarization and cavity size each shift $\varepsilon$ by about 10\,\%, and the true effects, whose sizes are not known here, may offset one another. In a film with narrow pores, the assumption of free rotation in a bulk liquid is also in doubt: a spherical pore 2 nm across holds only about 24 molecules at the bulk density, and its walls may hinder them. If rotation were blocked completely, the liquid's permittivity would fall to $n^2=2.10$, and the column result would fall from 2.77 to $0.98\times2.5+0.02\times2.10=2.49$. The predicted capacitance penalty therefore depends on molecular mobility as well as on the amount of solvent left behind.

\section*{Values computed for the example and the checks}
\begin{verbatim}
molar mass (rough input)       98 g/mol
mass density (rough input)     0.95 g/cm3
refractive index (rough input) 1.45
permanent moment (rough input) 3.0 D
temperature                    298 K
number density N               5.838 nm^-3
cavity radius a                0.3445 nm
polarizability volume          0.01099 nm3
optical permittivity n2        2.1025
x = N alpha/(3 eps0)           0.2687
y = N mu^2/(9 eps0 kB T)       1.7830
b = n2 + y (n2+2)^2            32.112
Onsager permittivity           16.192
same, full numerical model     16.192
induced part of eps-1          1.553
orientation part of eps-1      13.639
q = 1 - f alpha                0.7554
moment in the liquid, mu/q     3.971 D
cavity field / E               1.4551
mean reaction field / E        4.6091
Lorentz field / E              6.0641
applied field E                0.50 MV/cm
cavity field                   0.728 MV/cm
reaction field of mu/q         26.5 MV/cm
mu G/(q kB T)                  0.2342
mean cosine                    0.0778
eps at density ratio 0.25      3.148
eps at density ratio 0.50      6.258
eps at density ratio 0.75      10.466
eps at density ratio 1.00      16.192
Debye divergence density ratio 0.487
film permittivity, dry         2.50
trapped liquid volume          2.0 %
film with liquid layer         2.543
film with liquid columns       2.774
eps, mean-square moment -10 %  14.706
eps, mean-square moment +10 %  17.681
eps, n2 raised by 10 %         17.888
eps, cavity radius -5 %        18.059
eps, cavity radius +5 %        14.905
orientation loss, saturation   0.364 %
expansion coeff. (rough input) 1.0e-03 1/K
eps at 398 K, fixed density    12.463
eps at 398 K, with expansion   10.729
relaxation time (rough input)  20 ps
real permittivity at 1 GHz     15.973
real permittivity at 10 GHz    7.566
\end{verbatim}
